# Slater–Koster p-p and s-d hopping entries from rotated bond-frame integrals: a numerical check

```python
"""
Result under test: two-centre (Slater-Koster) matrix elements between real
orbitals on atom A (origin) and atom B (at R*u, u = (l, m, n)):
  p-p : E_ij   = Vpi * delta_ij + (Vsigma - Vpi) * u_i * u_j
  s-d : E_s,xy = sqrt(3) l m Vsd              (yz and zx alike)
        E_s,x2-y2   = sqrt(3)/2 (l^2 - m^2) Vsd
        E_s,3z2-r2  = (n^2 - (l^2 + m^2)/2) Vsd
Vsigma, Vpi, Vsd are the integrals with the bond along z.
The direct side is a set of analytic Gaussian integrals of
H = kinetic energy - sum of Z/|r - C|, in hartree atomic units.
Orbital order: s; x, y, z; xy, yz, 3z2-r2, zx, x2-y2.
"""
import numpy as np
from pyscf import gto
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
EXPONENT = 0.3
DISTANCE = 3.5
D_NAMES = ["xy", "yz", "3z2-r2", "zx", "x2-y2"]
P_NAMES = ["x", "y", "z"]
TOL = 1e-9  # far above rounding error of the analytic integrals


def direct_blocks(position_b, charge_a=1.0, charge_b=1.0, extra=None):
    """A-B blocks (9 x 9) of H and of the overlap, in the crystal frame."""
    shells = [[ang, [EXPONENT, 1.0]] for ang in (0, 1, 2)]
    position_b = np.array(position_b, dtype=float)
    mol = gto.M(atom=[["H", (0.0, 0.0, 0.0)], ["H", tuple(position_b)]],
                basis={"H": shells}, unit="Bohr", verbose=0)
    hamiltonian = mol.intor("int1e_kin")
    centres = [(charge_a, np.zeros(3)), (charge_b, position_b)]
    if extra is not None:
        centres.append((1.0, np.array(extra, dtype=float)))
    for charge, centre in centres:
        with mol.with_rinv_origin(centre):
            hamiltonian = hamiltonian - charge * mol.intor("int1e_rinv")
    overlap = mol.intor("int1e_ovlp")
    assert np.allclose(np.diag(overlap), 1.0, atol=1e-10)
    return hamiltonian[:9, 9:], overlap[:9, 9:]


def rot_z(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


def rot_y(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, 0, s], [0, 1.0, 0], [-s, 0, c]])


def bond_rotation(u, psi=0.0):
    theta = np.arccos(np.clip(u[2], -1, 1))
    phi = np.arctan2(u[1], u[0])
    return rot_z(phi) @ rot_y(theta) @ rot_z(psi)


# Symmetric traceless matrices representing the five d orbitals
TENSORS = np.zeros((5, 3, 3))
for index, (i, j) in {0: (0, 1), 1: (1, 2), 3: (0, 2)}.items():
    TENSORS[index, i, j] = TENSORS[index, j, i] = 1 / np.sqrt(2)
TENSORS[2] = np.diag([-1, -1, 2]) / np.sqrt(6)
TENSORS[4] = np.diag([1, -1, 0]) / np.sqrt(2)


def d_rotation(q):
    return np.array([[np.trace(mb @ q @ ma @ q.T) for ma in TENSORS]
                     for mb in TENSORS])


def real_d(points):
    """Normalized real d harmonics at unit vectors (rows of points)."""
    x, y, z = points.T
    r3 = np.sqrt(3)
    return np.sqrt(5 / (4 * np.pi)) * np.array(
        [r3 * x * y, r3 * y * z, (3 * z**2 - 1) / 2, r3 * x * z,
         r3 / 2 * (x**2 - y**2)])


def d_rotation_by_quadrature(q):
    nodes, weights = np.polynomial.legendre.leggauss(8)
    azimuth = 2 * np.pi * np.arange(16) / 16
    cos_t, phi = np.meshgrid(nodes, azimuth, indexing="ij")
    sin_t = np.sqrt(1 - cos_t**2)
    points = np.stack([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t],
                      axis=-1).reshape(-1, 3)
    w = np.repeat(weights, 16) * 2 * np.pi / 16
    return (real_d(points) * w) @ real_d(points @ q).T


def closed_pp(u, sigma, pi):
    l, m, n = u
    diff = sigma - pi
    return np.array(
        [[l*l*sigma + (1-l*l)*pi, l*m*diff, l*n*diff],
         [l*m*diff, m*m*sigma + (1-m*m)*pi, m*n*diff],
         [l*n*diff, m*n*diff, n*n*sigma + (1-n*n)*pi]])


def closed_sd_factors(u):
    l, m, n = u
    r3 = np.sqrt(3)
    return np.array([r3*l*m, r3*m*n, n*n - (l*l + m*m)/2, r3*n*l,
                     r3/2*(l*l - m*m)])


# Bond-frame integrals and selection rules
h_bond, s_bond = direct_blocks([0, 0, DISTANCE])
for block in (h_bond, s_bond):
    pp = block[1:4, 1:4]
    assert np.allclose(pp, np.diag(np.diag(pp)), atol=TOL)
    assert abs(pp[0, 0] - pp[1, 1]) < TOL
    assert np.allclose(np.delete(block[0, 4:], 2), 0, atol=TOL)
v_sigma, v_pi, v_sd = h_bond[3, 3], h_bond[1, 1], h_bond[0, 6]
assert min(abs(v_sigma - v_pi), abs(v_sd)) > 1e-3  # tests not vacuous

# Closed formulas and rotation-matrix route against direct integrals
u_example = np.array([2, 3, 6]) / 7
directions = [u_example, -u_example, np.array([1.0, 0, 0]),
              np.array([0, 0, -1.0]), np.ones(3) / np.sqrt(3),
              np.array([-0.48, 0.6, -0.64])]
worst_h = worst_s = worst_d = 0.0
for number, u in enumerate(directions):
    assert abs(u @ u - 1) < 1e-12
    q = bond_rotation(u, psi=0.7 * number)
    d2 = d_rotation(q)
    assert np.allclose(q[:, 2], u, atol=1e-12)
    assert np.allclose(d2 @ d2.T, np.eye(5), atol=1e-12)
    worst_d = max(worst_d, np.abs(d2 - d_rotation_by_quadrature(q)).max())
    h_dir, s_dir = direct_blocks(DISTANCE * u)
    errors = []
    for direct, bond in ((h_dir, h_bond), (s_dir, s_bond)):
        pp_formula = closed_pp(u, bond[3, 3], bond[1, 1])
        sd_formula = closed_sd_factors(u) * bond[0, 6]
        pp_rotated = q @ bond[1:4, 1:4] @ q.T
        sd_rotated = d2 @ bond[0, 4:]
        errors.append(max(np.abs(direct[1:4, 1:4] - pp_formula).max(),
                          np.abs(direct[0, 4:] - sd_formula).max(),
                          np.abs(direct[1:4, 1:4] - pp_rotated).max(),
                          np.abs(direct[0, 4:] - sd_rotated).max()))
    worst_h, worst_s = max(worst_h, errors[0]), max(worst_s, errors[1])
    assert abs(np.trace(h_dir[1:4, 1:4]) - v_sigma - 2 * v_pi) < TOL
    assert abs(np.sum(h_dir[0, 4:]**2) - v_sd**2) < TOL
assert worst_h < TOL and worst_s < TOL and worst_d < 1e-12

# Exchange of s and d between the atoms, for equal and unequal charges
h_example, _ = direct_blocks(DISTANCE * u_example)
assert np.allclose(h_example[0, 4:], h_example[4:, 0], atol=TOL)
h_uneq_bond, _ = direct_blocks([0, 0, DISTANCE], 1.0, 2.0)
h_uneq, _ = direct_blocks(DISTANCE * u_example, 1.0, 2.0)
v_sd_uneq, v_ds_uneq = h_uneq_bond[0, 6], h_uneq_bond[6, 0]
factors = closed_sd_factors(u_example)
assert np.allclose(h_uneq[0, 4:], factors * v_sd_uneq, atol=TOL)
assert np.allclose(h_uneq[4:, 0], factors * v_ds_uneq, atol=TOL)
assert np.allclose(h_uneq[1:4, 1:4], closed_pp(
    u_example, h_uneq_bond[3, 3], h_uneq_bond[1, 1]), atol=TOL)
assert abs(v_sd_uneq - v_ds_uneq) > 1e-3

# A third unit charge: harmless on the bond axis, harmful off it
q_example = bond_rotation(u_example)
d2_example = d_rotation(q_example)


def forbidden_elements(third_charge):
    block, _ = direct_blocks(DISTANCE * u_example, extra=third_charge)
    pp = q_example.T @ block[1:4, 1:4] @ q_example
    sd = d2_example.T @ block[0, 4:]
    return (np.abs(pp - np.diag(np.diag(pp))).max(),
            np.abs(np.delete(sd, 2)).max(), abs(pp[0, 0] - pp[1, 1]))


off_position = np.array([2.0, 0.0, 0.0])
on_axis = forbidden_elements(1.5 * DISTANCE * u_example)
off_axis = forbidden_elements(off_position)
assert max(on_axis) < TOL
assert off_axis[0] > 1e-3 and off_axis[1] > 1e-3

# Printed worked example
pos = DISTANCE * u_example
print(f"Gaussian exponent: {EXPONENT} bohr^-2; distance: {DISTANCE} bohr")
print("Position of B (bohr):", " ".join(f"{x:.3f}" for x in pos))
print("l, m, n:", " ".join(f"{x:.6f}" for x in u_example))
print(f"theta = {np.degrees(np.arccos(u_example[2])):.4f} deg, phi = "
      f"{np.degrees(np.arctan2(u_example[1], u_example[0])):.4f} deg")
print("Rotation matrix Q (psi = 0), rows x, y, z:")
for row in q_example:
    print("  " + " ".join(f"{x:9.6f}" for x in row))
print(f"V_pp_sigma = {v_sigma:.6f} hartree")
print(f"V_pp_pi    = {v_pi:.6f} hartree")
print(f"V_sd_sigma = {v_sd:.6f} hartree")
print(f"V_pp_sigma - V_pp_pi = {v_sigma - v_pi:.6f} hartree")
print("p-p entries (hartree): formula, direct integral")
pp_example = closed_pp(u_example, v_sigma, v_pi)
for i in range(3):
    for j in range(i, 3):
        print(f"  E_{P_NAMES[i]},{P_NAMES[j]}: {pp_example[i, j]:.6f}, "
              f"{h_example[1 + i, 1 + j]:.6f}")
print("s-d entries: D2 sigma column; formula, direct (hartree)")
for k, name in enumerate(D_NAMES):
    print(f"  E_s,{name}: {d2_example[k, 2]:.6f}; "
          f"{factors[k] * v_sd:.6f}, {h_example[0, 4 + k]:.6f}")
print(f"E_x,x  = {pp_example[0, 0] * HARTREE_EV:.4f} eV")
print(f"E_x,y  = {pp_example[0, 1] * HARTREE_EV:.4f} eV")
print(f"E_s,xy = {factors[0] * v_sd * HARTREE_EV:.4f} eV")
print(f"Trace of direct p-p block: "
      f"{np.trace(h_example[1:4, 1:4]):.6f} hartree")
print(f"Root of summed squares, direct s-d: "
      f"{np.sqrt(np.sum(h_example[0, 4:]**2)):.6f} hartree")
h_x, _ = direct_blocks([DISTANCE, 0, 0])
print(f"Bond along x, direct E_s,3z2-r2 / V_sd_sigma: "
      f"{h_x[0, 6] / v_sd:.6f}")
print(f"Bond along x, direct E_s,x2-y2 / V_sd_sigma: "
      f"{h_x[0, 8] / v_sd:.6f}")
print(f"Charges 1 (A), 2 (B): V_sd_sigma = {v_sd_uneq:.6f} hartree")
print(f"Charges 1 (A), 2 (B): V_ds_sigma = {v_ds_uneq:.6f} hartree")
print("Third unit charge off axis at (bohr):",
      " ".join(f"{x:.1f}" for x in off_position))
print(f"  largest forbidden p-p element: {off_axis[0]:.6f} hartree")
print(f"  largest forbidden s-d element: {off_axis[1]:.6f} hartree")
print(f"  splitting of the two pi elements: {off_axis[2]:.6f} hartree")
print(f"Third charge on axis, largest violation < {TOL:.0e} hartree")
print(f"Number of bond directions tested: {len(directions)}")
print(f"Largest H error, all directions < {TOL:.0e} hartree")
print("ALL CHECKS PASSED")
```

Printed output:

```
Gaussian exponent: 0.3 bohr^-2; distance: 3.5 bohr
Position of B (bohr): 1.000 1.500 3.000
l, m, n: 0.285714 0.428571 0.857143
theta = 31.0027 deg, phi = 56.3099 deg
Rotation matrix Q (psi = 0), rows x, y, z:
   0.475457 -0.832050  0.285714
   0.713186  0.554700  0.428571
  -0.515079  0.000000  0.857143
V_pp_sigma = 0.174548 hartree
V_pp_pi    = -0.105545 hartree
V_sd_sigma = -0.230819 hartree
V_pp_sigma - V_pp_pi = 0.280094 hartree
p-p entries (hartree): formula, direct integral
  E_x,x: -0.082681, -0.082681
  E_x,y: 0.034297, 0.034297
  E_x,z: 0.068594, 0.068594
  E_y,y: -0.054100, -0.054100
  E_y,z: 0.102891, 0.102891
  E_z,z: 0.100238, 0.100238
s-d entries: D2 sigma column; formula, direct (hartree)
  E_s,xy: 0.212088; -0.048954, -0.048954
  E_s,yz: 0.636264; -0.146861, -0.146861
  E_s,3z2-r2: 0.602041; -0.138962, -0.138962
  E_s,zx: 0.424176; -0.097908, -0.097908
  E_s,x2-y2: -0.088370; 0.020397, 0.020397
E_x,x  = -2.2499 eV
E_x,y  = 0.9333 eV
E_s,xy = -1.3321 eV
Trace of direct p-p block: -0.036543 hartree
Root of summed squares, direct s-d: 0.230819 hartree
Bond along x, direct E_s,3z2-r2 / V_sd_sigma: -0.500000
Bond along x, direct E_s,x2-y2 / V_sd_sigma: 0.866025
Charges 1 (A), 2 (B): V_sd_sigma = -0.356803 hartree
Charges 1 (A), 2 (B): V_ds_sigma = -0.504139 hartree
Third unit charge off axis at (bohr): 2.0 0.0 0.0
  largest forbidden p-p element: 0.045799 hartree
  largest forbidden s-d element: 0.045799 hartree
  splitting of the two pi elements: 0.009024 hartree
Third charge on axis, largest violation < 1e-09 hartree
Number of bond directions tested: 6
Largest H error, all directions < 1e-09 hartree
ALL CHECKS PASSED
```
